# Radiative relaxation of a heated wafer: time constant, cooling and limits: verification in Python

```python
"""Radiative relaxation time of a thin wafer heated at constant absorbed power.

Result under test: a small uniform temperature deviation decays with
    tau = c * d / (8 * eps * sigma * T0**3)
c: heat capacity per volume, d: thickness, eps: total hemispherical emissivity
of each face, sigma: Stefan-Boltzmann constant, T0: steady temperature.
Emission is computed independently by integrating Planck's law.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

# Given data
thickness = 725e-6
heat_capacity = 2.05e6
emissivity = 0.7
T0 = 1000.0

# Rough values used only to size neglected effects
wafer_conductivity = 30.0
wafer_radius = 0.100
emissivity_slope = 1.0e-4
gas_conductivity = 0.35
gas_gap = 0.020
reflectance = 0.90

sigma = const.Stefan_Boltzmann
area_capacity = heat_capacity * thickness

nodes, weights = np.polynomial.legendre.leggauss(80)
x_grid = 30.0 * (nodes + 1.0)
x_weights = 30.0 * weights


def blackbody_flux(T):
    """Hemispherical blackbody flux from Planck's law, frequency integral."""
    scale = const.k * T / const.h
    nu = x_grid * scale
    spectrum = (2 * np.pi * const.h * nu**3 / const.c**2
                / np.expm1(const.h * nu / (const.k * T)))
    return float(np.sum(x_weights * scale * spectrum))


def two_sided_loss(T):
    return 2 * emissivity * blackbody_flux(T)


def numerical_tau(loss, T=T0, step=0.5):
    """Relaxation time from the numerical slope of a loss law."""
    slope = (loss(T + step) - loss(T - step)) / (2 * step)
    return area_capacity / slope


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Main result: closed formula against the slope of the Planck integral
tau = area_capacity / (8 * emissivity * sigma * T0**3)
h_rad = 4 * emissivity * sigma * T0**3
tau_planck = numerical_tau(two_sided_loss)
assert close(tau_planck, tau, 1e-6)
assert round(tau_planck, 1) == 4.7
steady_power = two_sided_loss(T0)
assert close(steady_power, 2 * emissivity * sigma * T0**4, 1e-8)

T_hot = 1300.0
tau_hot = numerical_tau(two_sided_loss, T_hot)
assert close(tau_hot, tau * (T0 / T_hot)**3, 1e-6)


# Finite deviations: time to fall to 1/e, from the full energy balance
def decay_time(deviation):
    def time_per_kelvin(theta):
        return area_capacity / (two_sided_loss(T0 + theta) - steady_power)
    return quad(time_per_kelvin, deviation / np.e, deviation,
                epsrel=1e-9)[0]


decay_times = {}
for deviation in (1.0, 10.0, -10.0, 50.0, -50.0):
    u0 = deviation / T0
    first_order = tau * (1 - 1.5 * u0 * (1 - np.exp(-1)))
    decay_times[deviation] = decay_time(deviation)
    # The omitted terms are of second order in u0
    assert abs(decay_times[deviation] - first_order) < tau * (u0**2 + 1e-7)

# Lamps off, cold surroundings
cooling = solve_ivp(lambda t, y: [-two_sided_loss(y[0]) / area_capacity],
                    (0, 3 * tau), [T0], t_eval=[tau, 3 * tau],
                    method="DOP853", rtol=1e-10, atol=1e-8)
assert cooling.success
for t, T in zip(cooling.t, cooling.y[0]):
    assert close(T, T0 * (1 + 3 * t / (4 * tau))**(-1 / 3), 1e-7)
initial_rate = steady_power / area_capacity
assert close(initial_rate, T0 / (4 * tau), 1e-8)

# Small step in total absorbed power
power_step = 0.01
response = solve_ivp(
    lambda t, y: [((1 + power_step) * steady_power - two_sided_loss(y[0]))
                  / area_capacity],
    (0, 20 * tau), [T0], t_eval=[tau, 20 * tau],
    method="DOP853", rtol=1e-10, atol=1e-8)
assert response.success
final_rise = response.y[0, 1] - T0
fraction_at_tau = (response.y[0, 0] - T0) / final_rise
# Linear response is accurate to a relative error of order power_step
assert close(final_rise, power_step * T0 / 4, power_step)
assert abs(fraction_at_tau - (1 - np.exp(-1))) < power_step

# Conduction through the thickness: slowest mode of a finite-volume slab
cells = 60
dx = thickness / cells
inner = wafer_conductivity / dx
surface = 1 / (1 / h_rad + dx / (2 * wafer_conductivity))
matrix = np.zeros((cells, cells))
for i in range(cells - 1):
    matrix[i, i] += inner
    matrix[i + 1, i + 1] += inner
    matrix[i, i + 1] -= inner
    matrix[i + 1, i] -= inner
matrix[0, 0] += surface
matrix[-1, -1] += surface
tau_slab = heat_capacity * dx / np.linalg.eigvalsh(matrix)[0]
biot = h_rad * thickness / (2 * wafer_conductivity)
slab_excess = tau_slab / tau - 1
assert close(slab_excess, biot / 3, 0.01)


# Emissivity that varies with temperature, fixed absorbed power
def varying_emissivity_loss(T):
    eps = emissivity + emissivity_slope * (T - T0)
    return 2 * eps * blackbody_flux(T)


tau_slope = numerical_tau(varying_emissivity_loss)
log_slope = emissivity_slope * T0 / emissivity
assert close(tau_slope, tau / (1 + log_slope / 4), 1e-6)

# Conduction through gas to walls of fixed temperature
wall_temperature = 400.0
h_gas = gas_conductivity / gas_gap
tau_gas = numerical_tau(lambda T: two_sided_loss(T)
                        + 2 * h_gas * (T - wall_temperature))
assert close(tau_gas, area_capacity / (2 * (h_rad + h_gas)), 1e-6)

# Edge emission, from the full geometry of the disc
face_area = np.pi * wafer_radius**2
edge_area = 2 * np.pi * wafer_radius * thickness
tau_edge = numerical_tau(lambda T: emissivity * blackbody_flux(T)
                         * (2 * face_area + edge_area) / face_area)
assert close(tau_edge, tau / (1 + thickness / wafer_radius), 1e-6)

# Reflector below the wafer: follow emitted radiation through its reflections
travelling = emissivity
reabsorbed = 0.0
for bounce in range(200):
    returning = travelling * reflectance
    reabsorbed += returning * emissivity
    travelling = returning * (1 - emissivity)
effective_emissivity = emissivity - reabsorbed
closed_effective = (emissivity * (1 - reflectance)
                    / (1 - reflectance * (1 - emissivity)))
assert close(effective_emissivity, closed_effective, 1e-10)
tau_reflector = numerical_tau(
    lambda T: (emissivity + effective_emissivity) * blackbody_flux(T))
assert close(tau_reflector, area_capacity
             / (4 * sigma * T0**3 * (emissivity + closed_effective)), 1e-6)


def percent(value):
    return 100 * (value / tau - 1)


print("GIVEN DATA")
print(f"Thickness: {thickness * 1e6:.0f} um")
print(f"Heat capacity per volume: {heat_capacity / 1e6:.2f} MJ/(m3 K)")
print(f"Emissivity of each face: {emissivity:.2f} (no unit)")
print(f"Steady temperature: {T0:.0f} K")
print(f"Stefan-Boltzmann constant: {sigma:.6e} W/(m2 K4)")
print("MAIN RESULT")
print(f"Heat capacity per wafer area: {area_capacity:.2f} J/(m2 K)")
print(f"Power radiated by both faces: {steady_power / 1e3:.2f} kW/m2")
print(f"Radiative coefficient h per face: {h_rad:.2f} W/(m2 K)")
print(f"Coefficient 2h for both faces: {2 * h_rad:.2f} W/(m2 K)")
print(f"tau from formula: {tau:.4f} s")
print(f"tau from Planck integral: {tau_planck:.4f} s")
print(f"tau at {T_hot:.0f} K, same c and eps: {tau_hot:.2f} s")
print("FINITE DEVIATIONS, time to fall to 1/e")
for deviation, duration in decay_times.items():
    print(f"Start at {deviation:+.0f} K: {duration:.3f} s")
print("LAMPS OFF, cold surroundings")
print(f"Initial cooling rate: {initial_rate:.1f} K/s")
print(f"Temperature after tau: {cooling.y[0, 0]:.1f} K")
print(f"Temperature after 3 tau: {cooling.y[0, 1]:.1f} K")
print("STEP IN TOTAL ABSORBED POWER")
print(f"Power step: {100 * power_step:.1f} %")
print(f"Final temperature rise: {final_rise:.3f} K")
print(f"Part of rise reached after tau: {100 * fraction_at_tau:.1f} %")
print("NEGLECTED EFFECTS, rough inputs")
print(f"Wafer conductivity: {wafer_conductivity:.0f} W/(m K)")
print(f"Biot number: {biot:.5f} (no unit)")
print(f"Change of tau by conduction: {100 * slab_excess:+.3f} %")
print(f"Emissivity slope: {emissivity_slope:.1e} 1/K")
print(f"Logarithmic slope s: {log_slope:.3f} (no unit)")
print(f"tau with emissivity slope: {tau_slope:.2f} s")
print(f"Change of tau by slope: {percent(tau_slope):+.1f} %")
print(f"Hydrogen conductivity: {gas_conductivity:.2f} W/(m K)")
print(f"Gas gap at each face: {gas_gap * 1e3:.0f} mm")
print(f"Gas coefficient per face: {h_gas:.1f} W/(m2 K)")
print(f"tau with gas: {tau_gas:.2f} s")
print(f"Change of tau by gas: {percent(tau_gas):+.1f} %")
print(f"Wafer radius: {wafer_radius * 1e3:.0f} mm")
print(f"Change of tau by edge: {percent(tau_edge):+.2f} %")
print(f"Reflectance of plate below: {reflectance:.2f} (no unit)")
print(f"Effective emissivity below: {effective_emissivity:.4f} (no unit)")
print(f"tau with reflector: {tau_reflector:.2f} s")
print(f"Change of tau by reflector: {percent(tau_reflector):+.1f} %")
print("PASS")
```

Running it gives:

```
GIVEN DATA
Thickness: 725 um
Heat capacity per volume: 2.05 MJ/(m3 K)
Emissivity of each face: 0.70 (no unit)
Steady temperature: 1000 K
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
MAIN RESULT
Heat capacity per wafer area: 1486.25 J/(m2 K)
Power radiated by both faces: 79.39 kW/m2
Radiative coefficient h per face: 158.77 W/(m2 K)
Coefficient 2h for both faces: 317.54 W/(m2 K)
tau from formula: 4.6805 s
tau from Planck integral: 4.6805 s
tau at 1300 K, same c and eps: 2.13 s
FINITE DEVIATIONS, time to fall to 1/e
Start at +1 K: 4.676 s
Start at +10 K: 4.636 s
Start at -10 K: 4.725 s
Start at +50 K: 4.465 s
Start at -50 K: 4.909 s
LAMPS OFF, cold surroundings
Initial cooling rate: 53.4 K/s
Temperature after tau: 829.8 K
Temperature after 3 tau: 675.1 K
STEP IN TOTAL ABSORBED POWER
Power step: 1.0 %
Final temperature rise: 2.491 K
Part of rise reached after tau: 63.4 %
NEGLECTED EFFECTS, rough inputs
Wafer conductivity: 30 W/(m K)
Biot number: 0.00192 (no unit)
Change of tau by conduction: +0.064 %
Emissivity slope: 1.0e-04 1/K
Logarithmic slope s: 0.143 (no unit)
tau with emissivity slope: 4.52 s
Change of tau by slope: -3.4 %
Hydrogen conductivity: 0.35 W/(m K)
Gas gap at each face: 20 mm
Gas coefficient per face: 17.5 W/(m2 K)
tau with gas: 4.22 s
Change of tau by gas: -9.9 %
Wafer radius: 100 mm
Change of tau by edge: -0.72 %
Reflectance of plate below: 0.90 (no unit)
Effective emissivity below: 0.0959 (no unit)
tau with reflector: 8.23 s
Change of tau by reflector: +75.9 %
PASS
```
